\section*{What Removing Hybridization Lines Measures in CT-HYB, and Where It Fails}

An impurity with two orbitals $a$ and $b$, joined by a local hopping $t$, sits in a bath that couples to each orbital separately. The hybridization function $\Delta_{ab}$ is diagonal, yet an electron put into $b$ can hop and be taken out of $a$, so $G_{ab}\neq0$. The hybridization-expansion solver (CT-HYB) samples the partition function and obtains $G$ by cutting one hybridization line out of each sampled configuration. The question is whether this rule measures every component of $G$.

\section{Weights and the line-removal rule}

The Hamiltonian is $H=H_{\rm loc}+\sum_p\epsilon_pc_p^\dagger c_p+\sum_a(d_a^\dagger B_a+B_a^\dagger d_a)$ with $B_a=\sum_pV_{ap}c_p$ and real $V_{ap}$. With $\beta=1/k_BT$, imaginary time $\tau$ is an inverse energy and $\hbar\tau$ is a time. The conventions are $G_{ab}(\tau)=-\langle T d_a(\tau)d_b^\dagger(0)\rangle$ and, for $0<\tau<\beta$,
\begin{equation}
F_{ab}(\tau)=-\Delta_{ab}(\tau)=\langle B_a(\tau)B_b^\dagger\rangle_{\rm bath}=\sum_pV_{ap}V_{bp}\,e^{-\epsilon_p\tau}(1-n_p),
\end{equation}
with $n_p=1/(e^{\beta\epsilon_p}+1)$ and $F(\tau-\beta)=-F(\tau)$.

The bath average conserves bath particle number, so the Dyson series of $Z$ needs $k$ vertices $d^\dagger B$ and $k$ vertices $B^\dagger d$. The prefactor is $(-1)^{2k}\binom{2k}{k}/(2k)!=1/k!^2$. In each pair $(d^\dagger B)(B^\dagger d)=d^\dagger d\,BB^\dagger$, because $d$ passes two fermion operators, and bilinears commute under $T$. Wick's theorem for the free bath gives a determinant. With $\tilde Z=Z/Z_{\rm bath}$ and $\int$ denoting all time integrals and flavour sums,
\begin{align}
\tilde Z&=\sum_k\frac1{k!^2}\int w_Z,\qquad w_Z=\mathcal T_C\det D,\\
\mathcal T_C&={\rm Tr}\Big[Te^{-\beta H_{\rm loc}}\prod_{i=1}^kd^\dagger_{a_i}(\tau_i')\,d_{b_i}(\tau_i)\Big],\qquad D_{ij}=F_{a_ib_j}(\tau_i'-\tau_j).
\end{align}
Rows of $D$ belong to creators and columns to annihilators. Since $G_{ab}(\tau-\tau')=+\langle Td_b^\dagger(\tau')d_a(\tau)\rangle$, the same steps give
\begin{equation}
G_{ab}(\tau-\tau')=\frac1{\tilde Z}\sum_k\frac1{k!^2}\int w_G,\qquad w_G={\rm Tr}\Big[Te^{-\beta H_{\rm loc}}d_b^\dagger(\tau')d_a(\tau)\prod_{i=1}^k d^\dagger_{a_i}d_{b_i}\Big]\det D .
\label{wG}
\end{equation}
The observables are Legendre coefficients $G_l=\int_0^\beta f_lG\,d\tau$ with $f_l=\sqrt{2l+1}\,P_l(2\tau/\beta-1)$, continued antiperiodically. The product $f_lG$ is periodic, so $G_l=\beta^{-1}\iint d\tau\,d\tau' f_l(\tau-\tau')G(\tau-\tau')$.

With $M=D^{-1}$, line removal records on each sampled configuration
\begin{equation}
X_{ab,l}=\frac1\beta\sum_{ij}M_{ji}\,\delta_{a,b_j}\delta_{b,a_i}\,f_l(\tau_j-\tau_i').
\label{X}
\end{equation}
Let $D^{(ij)}$ be $D$ without row $i$ and column $j$, and ${\rm cof}_{ij}=(-1)^{i+j}\det D^{(ij)}$. Exchanging two fermion operators under $T$ costs a sign. Bringing creator $i$ to the first creator slot takes $i-1$ exchanges and annihilator $j$ to the first annihilator slot $j-1$, so $\mathcal T_C$ is $(-1)^{i+j}$ times the trace in \eqref{wG}. The two signs cancel:
\begin{equation}
\mathcal T_C\,{\rm cof}_{ij}=w_G(\text{creator } i \text{ and annihilator } j \text{ external}).
\label{lemma}
\end{equation}
This holds for any $D$. If $\det D\neq0$, Cramer's rule $M_{ji}={\rm cof}_{ij}/\det D$ turns it into $w_ZM_{ji}=w_G$. Each $G$-configuration has one completion, the $Z$-configuration in which its external operators are joined to the bath, and \eqref{X} reaches it through that completion.

\section{A counter-example}

Take spinless orbitals with $H_{\rm loc}=\epsilon_an_a+\epsilon_bn_b+Un_an_b-t(d_a^\dagger d_b+d_b^\dagger d_a)$ and round parameters $\epsilon_a=-0.03$, $\epsilon_b=0$, $U=0.04$, $t=0.08$ eV at $T=300$ K, where $\beta=38.682$ eV$^{-1}$ and $\hbar\beta=25.46$ fs. Orbital $a$ couples with $V_a=0.07$ eV to a level $\epsilon_1=0.01$ eV, and $b$ with $V_b=0.04$ eV to a level $\epsilon_2=-0.01$ eV. Reference values come from exact diagonalization (ED) of the 16-state Hamiltonian, with Gauss--Legendre quadrature for $\tau$ integrals.

\subsection{The off-diagonal component}

Here $F_{ab}=0$. If a configuration had more creators than annihilators of one flavour, those rows would have their nonzero entries in fewer columns than there are rows, they would be linearly dependent, and $\det D=0$. Sampled configurations therefore have square flavour blocks. The inverse of a block-diagonal matrix is block diagonal, so $M_{ji}=0$ for $a_i\neq b_j$ and $X_{ab,l}=0$ on every sample. The $G_{ab}$-configurations have square blocks in their remainder, and the completion adds a creator $b$ and an annihilator $a$. It has $k_b+1$ rows against $k_b$ columns of flavour $b$, and hence zero weight. ED gives $G_{ab,1}=-5.806$ eV$^{-1}$ ($\hbar G_{ab,1}=-3.82$ fs), while line removal gives zero with zero error bar.

\subsection{The diagonal component}

The function $F_{aa}$ is nowhere zero, and $G_{aa}$ still comes out wrong. With $\epsilon=\epsilon_1$, $n=n_1$ and $e^{-\beta\epsilon}(1-n)=n$, antiperiodicity gives $F(x)=-V_a^2e^{-\epsilon x}n$ for $x<0$, so
\begin{equation}
D_{ij}=V_a^2\,e^{-\epsilon\tau_i'}\,[\theta(\tau_i'-\tau_j)-n]\,e^{\epsilon\tau_j}.
\end{equation}
The exponentials scale rows and columns and do not affect whether the determinant vanishes. Two creators with no annihilator between them have identical rows of the bracket. If they are neighbours across $\tau=\beta$, the rows are $(1-n,\dots)$ and $(-n,\dots)$ and are proportional. The same holds for annihilators and columns. For alternating operators $\det D$ is the average of an alternating string of $c$ and $c^\dagger$ on one level, a nonzero product of exponentials. Thus $\det D_a\neq0$ if and only if $d_a^\dagger$ and $d_a$ alternate around the circle.

The local trace has no such rule when $t\neq0$: after $d_a^\dagger$ the electron can hop to $b$, and $d_a^\dagger$ can act again. Put creators at $0.1\beta,\,0.3\beta$ and annihilators at $0.6\beta,\,0.8\beta$. All brackets equal $-n$ and $\det D=0$. Multiplying the $4\times4$ local matrices gives $\mathcal T_C/Z_{\rm loc}=-0.01130$. The cofactor for making the first creator and first annihilator external is $D_{22}=-F(\beta/2)$, and with $\beta\epsilon=0.3868$
\begin{equation}
D_{22}=-0.0049\times\frac{e^{-0.1934}}{1+e^{-0.3868}}\ {\rm eV}^2=-2.405\times10^{-3}\ {\rm eV}^2 .
\end{equation}
By \eqref{lemma}, $w_G/Z_{\rm loc}=(-0.01130)(-2.405\times10^{-3})=+2.72\times10^{-5}$ eV$^2$ is a term of $G_{aa}(\beta/2)$, and its completion has zero weight.

The part that is reached can be summed. It consists of $G$-configurations whose completion alternates and whose remainder alternates too, since otherwise the cofactor vanishes. Removing an operator from an alternating ring makes its two neighbours, which are of the same kind, adjacent. Alternation survives only if one of them is the other removed operator. With $d_a^\dagger$ at $0$ and $d_a$ at $\tau$, either $(0,\tau)$ or $(\tau,\beta)$ is then free of $a$-vertices. In the first class the completion alternates if the vertex after $\tau$ is $d_a^\dagger c_1$, which requires level 1 to be occupied during $(0,\tau)$. In the second class the vertex after $0$ must be $c_1^\dagger d_a$, which requires it to be empty during $(\tau,\beta)$. A remainder with no $a$-vertex belongs to both classes, and its bath weight $1=n+(1-n)$ splits between them. The $b$-vertices are unrestricted, because $\det D_b$ is common to remainder and completion. An interval free of $a$-vertices propagates with $H_0=H(V_a=0)$, which commutes with $P=c_1^\dagger c_1$, and resumming the other interval restores $H$:
\begin{equation}
G^{\rm line}_{aa}(\tau)=-\frac1Z{\rm Tr}\big[e^{-(\beta-\tau)H}d_aPe^{-\tau H_0}d_a^\dagger\big]-\frac1Z{\rm Tr}\big[e^{-(\beta-\tau)H_0}(1-P)d_ae^{-\tau H}d_a^\dagger\big].
\label{closed}
\end{equation}
At $t=0$, $H_{\rm loc}$ conserves $n_a$, every non-alternating trace vanishes, nothing is omitted and $G^{\rm line}_{aa}=G_{aa}$. At $t=0.08$ eV the $16\times16$ traces at $\tau=0^+,\beta/2,\beta^-$ give $G_{aa}=-0.4348,-0.1199,-0.5652$ and $G_{aa}^{\rm line}=-0.3786,-0.1414,-0.5247$. The anticommutator fixes $G(0^+)+G(\beta^-)=-1$. The exact values obey this, and the line values sum to $-0.9033$.

\subsection{Monte Carlo values}

The table, in eV$^{-1}$, comes from a Metropolis chain with pair insertions and removals of all flavour combinations and the worm moves of the last section. It uses 4000 independent walkers started at $k=0$, 300 updates each with the first 80 discarded, and jackknife errors in parentheses. The average sign over the $Z$-configurations was 1.0000, while the $G_{aa}$- and $G_{bb}$-configurations occur with both signs.
\begin{center}
\begin{tabular}{lrrrr}
 & ED & Eq.~\eqref{closed} & line & worm\\
$aa$, $l=0$ & $-8.776$ & $-8.771$ & $-8.69(6)$ & $-8.86(8)$\\
$aa$, $l=2$ & $-4.114$ & $-3.324$ & $-3.25(6)$ & $-4.08(10)$\\
$bb$, $l=2$ & $-3.308$ & $-2.942$ & $-2.86(9)$ & $-3.44(10)$\\
$ab$, $l=1$ & $-5.806$ & & $0$ & $-5.84(9)$
\end{tabular}
\end{center}
The $bb$ row uses \eqref{closed} with the flavours exchanged. The line value of $G_{aa,2}$ lies $0.862/0.058\approx15$ error bars from ED and $0.072/0.058\approx1.2$ from \eqref{closed}. The systematic error is $3.324/4.114-1=-19\%$ relative to the exact coefficient, and it does not shrink with run length.

\section{The general statement}

\emph{Let $S$ be the set of $Z$-configurations with $\det D\neq0$, let the chain sample $|w_Z|$ ergodically, and let averages carry the sign, $\langle X\rangle=\langle{\rm sgn}\,X\rangle_{|w|}/\langle{\rm sgn}\rangle_{|w|}$. Then $\langle X_{ab,l}\rangle=G_{ab,l}-G^{\rm miss}_{ab,l}$, with}
\begin{equation}
G^{\rm miss}_{ab,l}=\frac1{\beta\tilde Z}\sum_{k\ge1}\frac1{k!^2}\int_{C\notin S}\mathcal T_C\sum_{ij}{\rm cof}_{ij}\,\delta_{a,b_j}\delta_{b,a_i}f_l(\tau_j-\tau_i').
\label{miss}
\end{equation}

\emph{Proof.} Insert \eqref{wG} into the double-integral form of $G_l$. The order with $k-1$ pairs carries $1/(k-1)!^2$ and an integral over $k$ creator and $k$ annihilator times. By \eqref{lemma} its integrand is $\mathcal T_C\,{\rm cof}_{ij}f_l$, with the external operators placed in any slots $i,j$. The $k^2$ placements differ by a renaming of integration variables and have equal integrals, and $1/(k-1)!^2=k^2/k!^2$, so
\begin{equation}
G_{ab,l}=\frac1{\beta\tilde Z}\sum_{k\ge1}\frac1{k!^2}\int\mathcal T_C\sum_{ij}{\rm cof}_{ij}\,\delta_{a,b_j}\delta_{b,a_i}f_l(\tau_j-\tau_i'),
\label{all}
\end{equation}
over all configurations. The chain average is $\tilde Z^{-1}\sum_kk!^{-2}\int_Sw_ZX$, because $w_Z=0$ outside $S$. On $S$, $w_ZM_{ji}=\mathcal T_C\,{\rm cof}_{ij}$, so this is \eqref{all} restricted to $S$. The difference is \eqref{miss}. $\square$

The estimator is unbiased if $\det D$ vanishes on a set of measure zero, or if trace or cofactor vanishes wherever it vanishes on a larger set. For an orbital $b$ with no coupling at all, a row of $D$ vanishes in every completion of $G_{bb}$ or $G_{ab}$, and these components are missed entirely.

\subsection{The functional derivative and the order sum rule}

Jacobi's formula $\delta\det D=\sum_{ij}{\rm cof}_{ij}\,\delta D_{ij}$ holds for singular $D$ as well. Comparing $\delta\tilde Z/\tilde Z$ with \eqref{all}, where $f_l(\tau)/\beta$ is replaced by $\delta F_{ba}(-\tau)=-\delta F_{ba}(\beta-\tau)$, gives
\begin{equation}
\delta\ln Z=-\beta\sum_{ab}\int_0^\beta G_{ab}(\tau)\,\delta F_{ba}(\beta-\tau)\,d\tau .
\label{deriv}
\end{equation}
So $G$ is the derivative of $\ln Z$ even at $F_{ba}=0$, and the step that fails is the division by $\det D$. In the counter-example a coupling $\lambda$ of $b$ to level 1 gives $\delta F_{ab}=\delta F_{ba}=\lambda V_ae^{-\epsilon_1\tau}(1-n_1)$, with $\delta F_{bb}$ of order $\lambda^2$. A central difference of the ED $\ln Z$ at $\lambda=0$ and Eq.~\eqref{deriv} with the ED $G_{ab}$ both give $2.557$ eV$^{-1}$.

For diagonal $F$, as in the counter-example, $\det D$ factorizes into flavour blocks, and scaling $F_{aa}\to sF_{aa}$ multiplies $w_Z$ by $s^{k_a}$ ($k_a$ is the number of $a$ pairs), so \eqref{deriv} gives $\langle k_a\rangle=-\beta\int G_{aa}(\tau)F_{aa}(\beta-\tau)d\tau$. The same replacement in \eqref{X} gives $\sum_{ij}M_{ji}D_{ij}=k_a$ on each sample, so $G^{\rm line}_{aa}$ obeys the same rule. Both integrals are $0.8358$ in the example. The bias is orthogonal to the positive function $F_{aa}(\beta-\tau)$ and must change sign: $G-G^{\rm line}$ is $-0.056$ at $0^+$ and $+0.021$ at $\beta/2$. For $\epsilon_1=0$ that function is constant and $G_0$ is unbiased. Here it varies by the factor $e^{0.39}$, and $G_{aa,0}$ is off by $0.004$ eV$^{-1}$ before rounding.

\subsection{Two levels on one orbital}

Couple $a$ to two levels $\pm\epsilon$ with equal $V$ and leave $b$ uncoupled. With $x=\tau-\beta/2$, each level contributes $V^2e^{\mp\epsilon x}/[2\cosh(\beta\epsilon/2)]$, so $F_{aa}=V^2\cosh(\epsilon x)/\cosh(\beta\epsilon/2)$. For the non-alternating configuration above, $D_{ij}=-V^2\sum_pe^{-\epsilon_p\tau_i'}n_pe^{\epsilon_p\tau_j}$ is a product of three $2\times2$ matrices. With both spacings $0.2\beta$ their determinants are $2\sinh(0.2\beta\epsilon)$, $n(1-n)$ and $-2\sinh(0.2\beta\epsilon)$, so
\begin{equation}
\det D=-4V^4n(1-n)\sinh^2(0.2\beta\epsilon)=-3.09\times10^{-7}\ {\rm eV}^4
\end{equation}
for $V=0.045$, $\epsilon=0.06$ eV. This ordering is now sampled, with a weight that vanishes as $\epsilon^2$ when the levels merge. A chain of 3000 walkers (200 updates, 70 discarded) gives by line removal $G_{aa,2}=-3.94(9)$ against ED $-4.103$ eV$^{-1}$ and $G_{aa,0}=-8.65(7)$ against $-8.848$ eV$^{-1}$. The latter is 2.7 error bars low in magnitude. The sampled mean order, $0.519(4)$ against $0.531$ from the derivative of the ED $\ln Z$, is also about 2\% low, as the order sum rule leads one to expect. Whether this is chance or a remnant of the start at $k=0$ was not tested. For $G_{bb,0}$ line removal gives zero, against ED $-10.934$ and worm $-10.72(13)$ eV$^{-1}$.

\section{Small hybridization}

Where the estimator is unbiased its noise is set by $\langle X^2\rangle_{|w|}$, a sum of non-negative terms. At $k=1$, with annihilator $a$ at $\tau$ and creator $b$ at $0$, one has $|\mathcal T_C|=Z_{\rm loc}|G^{\rm at}_{ab}(\tau)|$, where $G^{\rm at}$ is the Green function of $H_{\rm loc}$. Also $|D|=|\Delta_{ba}(\beta-\tau)|$ and $|X|=|f_l|/(\beta|D|)$. Translation of both times gives a factor $\beta$, so with $\tilde Z_{|w|}=\sum_kk!^{-2}\int|w_Z|$
\begin{equation}
\langle X_{ab,l}^2\rangle_{|w|}\ \ge\ \frac{Z_{\rm loc}}{\tilde Z_{|w|}}\,\frac1\beta\int_0^\beta f_l^2(\tau)\,\frac{|G^{\rm at}_{ab}(\tau)|}{|\Delta_{ba}(\beta-\tau)|}\,d\tau .
\label{m2}
\end{equation}
For weak coupling the prefactor is $1-O(p_1)$, where $p_1=\beta\int|G^{\rm at}\Delta|\,d\tau\propto V^2$ is the leading probability of $k=1$. The order $k=2$ has probability $O(V^4)$ and $X^2=O(V^{-4})$, so it adds $O(1)$ to a leading term $O(V^{-2})$ if its integral converges. To leading order \eqref{m2} with unit prefactor is then the value: a rare event of probability $\propto V^2$ carries a contribution $\propto V^{-2}$, the mean is finite and the second moment grows as $V^{-2}$.

For the two-level bath, quadrature of \eqref{m2} with the prefactor set to one, for $aa$, $l=0$, is compared below with chains of 4000 walkers (170 updates, 40 discarded). Energies are in eV and second moments in eV$^{-2}$.
\begin{center}
\begin{tabular}{rrrrr}
$V$ & $\epsilon$ & $p_1$ & Eq.~\eqref{m2} & chain\\
0.012 & 0.06 & 0.041 & 2355 & 2466(45)\\
0.004 & 0.06 & 0.0045 & 21195 & 21900(1200)\\
0.012 & 0.15 & 0.024 & 6234 & 5890(260)
\end{tabular}
\end{center}
The first chain value exceeds the leading order by $2466/2355-1=4.7\%$ with a statistical error of $45/2355=1.9\%$, compatible with a relative correction of order $p_1$ (the prefactor $Z_{\rm loc}/\tilde Z=1/1.0415$ lowers the value, the $k=2$ term adds $158$ eV$^{-2}$, and the net result is $2412$, or $+2.4\%$); the third lies 1.3 error bars below it. Dividing $V$ by 3 multiplies the formula by 9 and the root-mean-square by 3. At equal run length the error of $G_{aa,0}$ from line removal rose from $0.162$ to $0.518$ eV$^{-1}$, a factor $3.2$, while the worm error went from $0.096$ to $0.092$ eV$^{-1}$. Widening the gap lowers $|\Delta(\beta/2)|=V^2/\cosh(\beta\epsilon/2)$ from $8.22\times10^{-5}$ to $1.58\times10^{-5}$ eV$^2$, a factor $5.2$, and raises \eqref{m2} by $2.6$. For $\beta\epsilon\gg1$ and $G^{\rm at}$ slow on the scale $1/\epsilon$, $\int dx/\cosh\epsilon x=\pi/\epsilon$ gives $\pi|G^{\rm at}(\beta/2)|\cosh(\beta\epsilon/2)/(\beta\epsilon V^2)$, which is exponential in $\beta\epsilon/2$.

An off-diagonal $\Delta_{ba}(\beta-\tau)$ may cross zero at some $\tau_0$ with slope $\Delta'$. Near $\tau_0$ the integrand is $f_l^2|G^{\rm at}|/(|\Delta'||\tau-\tau_0|)$, and excluding $|\tau-\tau_0|<\delta$ leaves, from the two sides,
\begin{equation}
\frac{2f_l^2(\tau_0)\,|G^{\rm at}_{ab}(\tau_0)|}{\beta|\Delta'|}\,\ln\frac1\delta+O(1).
\end{equation}
Since \eqref{m2} is a lower bound at any coupling, the variance is infinite if $f_l(\tau_0)G^{\rm at}_{ab}(\tau_0)\neq0$, although the node has measure zero and causes no bias. For levels $\pm0.06$ eV with $V_a=(V,V)$, $V_b=(V,-V)$ and $V=0.012$ eV, $F_{ab}=-V^2\sinh(\epsilon x)/\cosh(\beta\epsilon/2)$ vanishes at $\beta/2$ with $|\Delta'|=V^2\epsilon/\cosh(\beta\epsilon/2)=4.9305\times10^{-6}$ eV$^3$. With $G^{\rm at}_{ab}(\beta/2)=-0.01230$ the $l=0$ coefficient is $2\times0.01230/(38.682\times4.9305\times10^{-6})=129.0$ eV$^{-2}$, which quadrature over $10^{-5}\beta<\delta<10^{-3}\beta$ reproduces. For odd $l$, $f_l(\beta/2)=0$ and this first-order divergence is absent. That does not make the variance finite: for $l=1$ in this bath, $\det D$ at $k=2$ changes sign at times where $\mathcal T_C$ and the cofactor sum in $X_{ab,1}$ are nonzero, so $|w_Z|X^2$ grows as the inverse distance from the node and its integral again diverges logarithmically.

\section{Sampling the Green function by its own weight}

Worm sampling runs one chain on the union of $Z$-configurations, weight $|w_Z|$, and $G_{ab}$-configurations, weight $\eta|w_G|$, with a free constant $\eta$ of dimension energy squared ($\eta\beta^2=0.5$ above). An insertion draws two times with density $1/\beta^2$ and two flavours with probability $1/4$, and removal involves no choice. If both are attempted with equal probability, detailed balance gives the insertion ratio $4\beta^2\eta|w_G/w_Z|$. With $W$ the total weight, $\langle{\rm sgn}\,1_Z\rangle=\tilde Z/W$, and by \eqref{wG} $\langle{\rm sgn}\,f_l1_{ab}\rangle=\eta\tilde Z\beta G_{ab,l}/W$, so
\begin{equation}
G_{ab,l}=\frac{\langle{\rm sgn}\,f_l(\tau-\tau')\,1_{ab}\rangle}{\beta\eta\,\langle{\rm sgn}\,1_Z\rangle}.
\end{equation}
The determinant of the completion does not appear. Every configuration with $w_G\neq0$ has positive sampling weight, and the numerator is bounded by $\sqrt{2l+1}$ on each sample, whatever $\Delta$ is. The result needs moves that are ergodic on the union, and a small $\langle{\rm sgn}\,1_Z\rangle$ amplifies the error as it does for line removal.

What \eqref{miss} demands is that the omitted configurations be reached, and a worm is not the sole way. If $\epsilon_a=\epsilon_b$ and the two baths are identical, the orbitals $d_\pm=(d_a\pm d_b)/\sqrt2$ keep $\Delta$ diagonal. Since $n_an_b=N(N-1)/2=n_+n_-$ with $N=n_a+n_b$, $H_{\rm loc}$ conserves $n_+$ and $n_-$. Then $G_{+-}=0$, non-alternating traces vanish as at $t=0$, and for one-level baths line removal gives $G_{\pm\pm}$ without bias and $G_{ab}=(G_{++}-G_{--})/2$. The counter-example lacks this symmetry.

All numerical values are calculated from the stated model.
